# Counting vacancy-oxygen orientations in silicon from stress-split emission lines

## Question

I am trying to predict the capacitance-transient spectrum of the vacancy-oxygen centre in n-type silicon under uniaxial stress. Without stress there is one electron-emission line. Under stress, centres that are oriented differently should emit at different rates, and the intensity of each line should count the centres behind it.

I described each centre by its twofold axis, which lies along a cube axis. That gives three kinds of centre. I then expect two lines for stress along [100], no splitting along [111], and two lines along [110]. But I am told that an orthorhombic centre also splits under [111], and gives three lines under [110].

What have I missed? What are the intensity ratios for the three directions, is the order of the lines fixed too, and under what conditions can the ratios be read from a measurement? Assume that the centres do not reorient.

## Answer

The twofold axis does not specify the centre completely. You also need to know which two silicon neighbours the oxygen bridges.

### The six orientations

A vacancy has four silicon neighbours. From the vacant site they lie along

$$[111],\quad[\bar1\bar11],\quad[1\bar1\bar1],\quad[\bar11\bar1].$$

Oxygen moves off the site and bridges two of them; the other two form the second pair. Two neighbours out of four can be chosen in $4\cdot3/2=6$ ways. Group theory agrees: the site has 24 symmetry operations and the centre keeps 4 of them, so there are $24/4=6$ orientations.

For each one define three perpendicular unit vectors:

- $\mathbf u_1$ joins the two bridged silicon atoms.
- $\mathbf u_2$ joins the other two.
- $\mathbf u_3$ is the twofold axis, along which oxygen is displaced.

For example, bridging $[111]$ and $[\bar1\bar11]$ gives a difference along $[110]$ and a sum along $[001]$. The full list is

| Label | $\mathbf u_1$ | $\mathbf u_2$ | $\mathbf u_3$ |
|---|---|---|---|
| $z_+$ | $[110]$ | $[1\bar10]$ | $+z$ |
| $z_-$ | $[1\bar10]$ | $[110]$ | $-z$ |
| $x_+$ | $[011]$ | $[01\bar1]$ | $+x$ |
| $x_-$ | $[01\bar1]$ | $[011]$ | $-x$ |
| $y_+$ | $[101]$ | $[10\bar1]$ | $+y$ |
| $y_-$ | $[10\bar1]$ | $[101]$ | $-y$ |

Vectors are normalized when used, and their signs do not matter below. The other silicon sublattice contains the inverted centres. Stress is unchanged by inversion, so these add equally to the same lines.

Your count merged $z_+$ with $z_-$, and likewise for $x$ and $y$. They share a twofold axis, but $\mathbf u_1$ and $\mathbf u_2$ are exchanged.

### Shift of the emission barrier

Let $s>0$ be the magnitude of a compressive stress along the unit vector $\mathbf n$. To first order, the change in barrier is linear in the stress tensor, so it has the form $s\,\mathbf n\cdot\mathsf B\mathbf n$ with a symmetric tensor $\mathsf B$. The centre has mirror planes perpendicular to $\mathbf u_1$ and $\mathbf u_2$. Reflection in the first reverses $\mathbf u_1$ alone and so forbids the 12 and 13 components; the second forbids 23. Hence

$$\Delta E=s\left[B_1(\mathbf n\cdot\mathbf u_1)^2+B_2(\mathbf n\cdot\mathbf u_2)^2+B_3(\mathbf n\cdot\mathbf u_3)^2\right].$$

I measure the barrier from the mean energy of the six conduction valleys. At a given stress and with equal capture coefficients, a centre with a larger $\Delta E$ emits more slowly.

**Stress along [100].** For $x_\pm$, $\mathbf u_3$ is parallel to the stress and the squares are $(0,0,1)$. For $y_\pm$ and $z_\pm$, $\mathbf u_3$ is perpendicular to it, while $\mathbf u_1$ and $\mathbf u_2$ make 45° with it, giving $(1/2,1/2,0)$. Therefore

$$\frac{\Delta E}{s}=B_3\ \ (2\text{ orientations}),\qquad \frac{B_1+B_2}{2}\ \ (4).$$

The weights are $2:4=1:2$.

**Stress along [111].** Every cube axis gives $(\mathbf n\cdot\mathbf u_3)^2=1/3$. For the three "plus" orientations, $\mathbf u_1$ has two equal components of the same sign, so

$$(\mathbf n\cdot\mathbf u_1)^2=\left(\frac{1+1}{\sqrt3\sqrt2}\right)^2=\frac23,\qquad(\mathbf n\cdot\mathbf u_2)^2=0.$$

For the three "minus" orientations these two values are exchanged. Thus

$$\frac{\Delta E}{s}=\frac{B_3+2B_1}{3}\ \ (3),\qquad\frac{B_3+2B_2}{3}\ \ (3),$$

and the weights are $1:1$. This is the splitting that your count lost.

**Stress along [110].** For $z_+$ the squares are $(1,0,0)$; for $z_-$ they are $(0,1,0)$. For the other four, $\mathbf u_3$ makes 45° with the stress, and each of $\mathbf u_1,\mathbf u_2$ has a scalar product of magnitude $1/2$ with $\mathbf n$. Their squares are $(1/4,1/4,1/2)$, so

$$\frac{\Delta E}{s}=B_1\ \ (1),\qquad \frac{B_1+B_2}{4}+\frac{B_3}{2}\ \ (4),\qquad B_2\ \ (1).$$

There are two single lines and one fourfold line.

### Why the weights do not rest on linearity

Two orientations must emit at the same rate if a symmetry operation of the site turns one into the other and keeps the stress axis, up to sign.

- For [100], a half-turn about $z$ exchanges $x_+$ with $x_-$, and $y_+$ with $y_-$. A fourfold rotation-reflection about $x$ links the $y$ and $z$ orientations. The groups have 2 and 4 members.
- For [111], threefold rotations cycle the three plus orientations, and separately the three minus ones. In the plus group oxygen touches the neighbour on the stress axis; in the minus group it does not. The groups have 3 and 3 members.
- For [110], the half-turn about $z$ and the mirror exchanging $x$ and $y$ link all four $x_\pm,y_\pm$. They leave $z_+$ and $z_-$ separate.

The conduction valleys are transformed by the same operations, so the grouping also survives when a centre captures from different valleys with different strengths. This neglects the junction field, which can lower the symmetry further. With unequal valley capture and the field of the example below, it splits a group by less than 0.1 meV. Lines can still coincide by accident, or lie too close to resolve.

### The order 1:4:1 needs a condition

Symmetry does not place the fourfold line between the single ones. The midpoint of the single lines, per unit stress, is $(B_1+B_2)/2$. The fourfold line is displaced from it by

$$\frac{B_1+B_2}{4}+\frac{B_3}{2}-\frac{B_1+B_2}{2}
=\frac12\left(B_3-\frac{B_1+B_2}{2}\right).$$

Each single line is $|B_1-B_2|/2$ from the midpoint. The order is therefore 1:4:1 if

$$\left|B_3-\frac{B_1+B_2}{2}\right|<|B_1-B_2|.$$

At equality, with $B_1\ne B_2$, the fourfold line merges with a single one, leaving weights 5 and 1. Beyond equality it lies outside. For instance, $(B_1,B_2,B_3)=(-10,10,40)$ meV/GPa gives shifts of $-10$, 10 and 20 meV/GPa with weights 1, 1 and 4.

The other two directions supply the test. Define the signed spacings per unit stress

$$D_{100}=B_3-\frac{B_1+B_2}{2},\qquad D_{111}=\frac{2(B_1-B_2)}{3}.$$

Then the single [110] lines are $3|D_{111}|/2$ apart, and the fourfold line is $D_{100}/2$ from their midpoint. The condition becomes $|D_{100}|<3|D_{111}|/2$. These relations hold for barriers in the linear regime, at equal stress.

Exchanging $B_1$ and $B_2$ leaves all three patterns unchanged. The barrier spacings therefore cannot tell you which single [110] line has its oxygen bridge along the stress.

### From barriers to rates

Let $\delta_v$ be the shift of valley $v$ from the valley mean. In equilibrium, capture from each valley balances emission into it. With level degeneracy factors set to one and the same capture coefficient $\sigma v_{\rm th}$ for each valley,

$$e_v f=\sigma v_{\rm th}n_v(1-f),\qquad
n_v=\frac{N_c}{6}e^{-(\bar E_c+\delta_v-E_F)/kT},$$

where $f$ is the occupancy of the level at $E_T$. Since $(1-f)/f=e^{(E_T-E_F)/kT}$, the Fermi energy cancels. With $E=\bar E_c-E_T$, summing over valleys gives

$$e=\sigma v_{\rm th}N_cF\,e^{-E/kT},\qquad F=\frac16\sum_v e^{-\delta_v/kT}.$$

$F$ changes all rates by the same factor for a given stress. Ratios of rates then give the barrier spacings, $E_i-E_j=kT\ln(e_j/e_i)$.

### Worked example

Take 90 K, where $kT=7.756$ meV, a compressive stress of 0.50 GPa, a zero-stress barrier of 170 meV, and $(B_1,B_2,B_3)=(-40,20,20)$ meV/GPa. With $\sigma=10^{-14}$ cm², $v_{\rm th}=1.255\times10^7$ cm/s and $N_c=4.478\times10^{18}$ cm⁻³, the unstressed rate is about 170 s⁻¹.

For [110], the barrier shifts are

$$0.5(-40)=-20,\qquad
0.5\left(\frac{-40+20}{4}+\frac{20}{2}\right)=2.5,\qquad0.5(20)=10\ \text{meV}.$$

The valley factor is $F=1.770$. The first rate, for example, is $170\times1.770\times e^{20/7.756}\approx3960$ s⁻¹. All three directions give:

| Stress | Weights, fast to slow | Barriers (meV) | Rates (s⁻¹) |
|---|---|---|---|
| [100] | 4:2 | 165, 180 | 4810, 695 |
| [111] | 3:3 | 160, 180 | 617, 46.8 |
| [110] | 1:4:1 | 150, 172.5, 180 | 3960, 218, 82.8 |

Here the more intense [100] line is the faster one, so the ratio read from fast to slow is 2:1. The spacings are 15 meV for [100] and 20 meV for [111]. They predict an outer [110] spacing of $1.5\times20=30$ meV and a displacement of 7.5 meV from the midpoint, as the barriers show. The closest [110] rates differ by a factor of $218/82.8\approx2.6$, which the analysis must resolve.

Unequal valley capture can disturb the spacings. If capture from valleys parallel to $\mathbf u_3$ is twice as strong as from the others, the apparent [100] spacing falls from 15 to 9.7 meV. The weights remain 4:2.

### Does the transient amplitude count centres?

The relevant intensity is the amplitude of each exponential. In a spectrum that plots amplitude density against emission rate, this is the area of the peak, not its height. The filled centre is negative, so trapped electrons reduce the positive charge of the depletion layer. Let $W_0$ be its width when the observed traps are empty, $N_d$ the donor density, $N_i$ the density of centres in line $i$, and $V$ the total potential. Neglecting the small charge of centres that stay filled near the depletion edge, integrating Poisson's equation twice gives

$$\frac{\varepsilon V}{q}=\frac{N_dW^2}{2}-\sum_iN_i e^{-e_it}M_i,$$

where $M_i=\int x\,dx$ over the depths that are filled by the pulse and later emptied. Since $\varepsilon V/q=N_dW_0^2/2$,

$$W^2=W_0^2+\frac{2}{N_d}\sum_iN_iM_ie^{-e_it}.$$

The capacitance is proportional to $1/W$. For few traps, expanding the square root gives

$$1-\frac{C(t)}{C_0}\simeq\frac{1}{N_dW_0^2}\sum_iN_iM_ie^{-e_it}.$$

So the amplitudes count centres if the $M_i$ are equal. They are nearly equal. Within a distance $\lambda_i$ of the depletion edge the level stays below the Fermi energy and remains filled. The band bending there is $q^2N_d\lambda_i^2/(2\varepsilon)$, with energy in joules; equating it to $E_F-E_{T,i}$ gives

$$\lambda_i=\sqrt{\frac{2\varepsilon(E_F-E_{T,i})}{q^2N_d}},\qquad
M_i=\frac{(W_0-\lambda_i)^2-(W_p-\lambda_i)^2}{2},$$

where $W_p$ is the width during the pulse.

For $N_d=2\times10^{14}$ cm⁻³, $2\times10^{11}$ cm⁻³ centres and total potentials of 5.7 V and 0.7 V, the widths are $W_0=6.07$ µm and $W_p=2.13$ µm. For an abrupt depletion edge, the [110] edge layers are 0.663, 0.764 and 0.796 µm, fast to slow. Including the tail of free electrons at the edge shortens them by 0.03 to 0.04 µm, but changes the scaled amplitudes below by only about 0.001. The amplitudes, scaled to sum to 6, become 1.027:3.986:0.987. A three-exponential fit to the corresponding noise-free transient, keeping the square root, returned 1.026:3.988:0.986. Thus, with sharply bounded edge layers, each amplitude moves by less than 3% of its counted value in this example. In a real junction the occupancy changes gradually near the edge, and recapture there makes the decay slightly non-exponential. A three-exponential fit can then move weight between the two closest lines. In this example, with sampling times spaced evenly on a logarithmic scale, about 0.1 of the total of 6 passes from the fourfold line to the slowest one. This changes the latter by about 10% but still leaves 1:4:1 recognizable. With times spaced evenly on a linear scale the transfer is smaller.

Filling must also be complete. The capture rate in the pulse is $2.51\times10^7$ s⁻¹, so a 1 ms pulse is ample in the neutral region. Emission during the pulse leaves a fraction of at most about $2\times10^{-4}$ empty there, for the rates in the table. At the depth $W_p-\lambda_i$, however, capture has slowed to the emission rate, so filling takes about $1/(2e_i)$, which is 6 ms for the slowest [110] line. The $M_i$ above assume a pulse several times longer than this. In this example, a 1 ms pulse changes the scaled amplitudes by only about 0.005.

### When the centres can reorient

With a jump barrier of 0.38 eV and an attempt rate of $10^{13}$ s⁻¹, the mean time between jumps at 90 K is

$$\tau=10^{-13}e^{380/7.756}\ \text{s}\approx1.9\times10^8\ \text{s}.$$

It falls to one hour at about 116 K. If the stress is applied cold, the six populations stay equal for the measurement. This estimate uses the same jump barrier whether the centre is filled or empty.

If the crystal is held warm under stress, the populations approach $p_i\propto e^{-U_i/kT}$. Here $U_i$ is the orientation energy of the whole centre. It has its own tensor $\mathsf A$, because $\mathsf B$ describes an energy difference between two charge states. For $(A_1,A_2,A_3)=(20,-40,20)$ meV/GPa and 0.5 GPa along [110], the energies are 10 meV for $\mathbf u_1\parallel\mathbf n$, 2.5 meV for the four, and $-20$ meV for $\mathbf u_2\parallel\mathbf n$. After one hour at 130 K the weights are 0.26:2.01:3.74 instead of 1:4:1. Such a ratio, if frozen in, reports alignment as well as the number of orientations.

### Reading a real measurement

The level depth, capture cross-section and jump barrier above are rough values for this centre in silicon, and 90 K is a suitable temperature for observing its emission. The two stress tensors are round model choices, not measured ones, so the line positions are illustrative. Real samples also break the assumption of perfectly aligned stress. A tilt of 2° from [110] towards [001] splits the fourfold line into two pairs separated by

$$s|B_1-B_2|\frac{\sin4^\circ}{\sqrt2}\approx1.5\ \text{meV},$$

a rate ratio of 1.21. An analysis that does not resolve this sees a broadened line. Four orientations still lie behind it, but a three-exponential fit assigns about 0.1 of its weight of 4 to the slowest line. The junction field is a smaller disturbance here: at the observed traps it is at most 0.015 MV/cm, for which an estimate of thermally assisted tunnelling with silicon's light electron mass raises the rate by 8%. This estimate, $\exp[(qF)^2\tau^3/(3m\hbar)]$ with $F$ here the field, counts only the electronic tunnelling time $\tau=\hbar/2kT$. If lattice relaxation added $2\times10^{-14}$ s to $\tau$, the increase would be 28%. The disturbance is small mainly because the field acts almost alike on all lines: with the 8% estimate, its variation over the observed depths moves the fitted [110] weights by only about 0.003. Higher doping at the same bias raises the field.

Finally, the three directions should be read together. A tetragonal centre has three orientations, described by a cube axis alone. It gives 1:2 for [100], one line for [111], and 1:2 for [110], which is the pattern of your original count. A trigonal centre has four, along the bond directions. It gives one line for [100], 1:3 for [111] and 1:1 for [110]. The [100] ratio alone would therefore not distinguish your orthorhombic centre from a tetragonal one; the [111] splitting does. The remaining values are in the numerical output below.

## Values computed for the example and the checks

```
Orientations: 6; site group order: 4
Temperature: 90 K; kT: 7.756 meV
Compressive stress: 0.50 GPa
B1, B2, B3: [-40.  20.  20.] meV/GPa
Zero-stress barrier: 170 meV
Donors, traps: 2.0e+14, 2.0e+11 cm^-3
Total potential, reverse/pulse: 5.7, 0.7 V
Capture cross-section: 1.0e-14 cm^2
Thermal speed: 1.255e+07 cm/s; Nc: 4.478e+18 cm^-3
Compliances s11,s12,s44: 0.0077,-0.0021,0.0126 1/GPa
Valley shear potential: 9.0 eV
Zero-stress emission rate: 169.8 s^-1
[100] valley shifts x,y,z: [-29.4  14.7  14.7] meV; F=14.864
  weight 4/6: shift -5.00 meV, barrier 165.00 meV, rate 4810.3 s^-1
  weight 2/6: shift +10.00 meV, barrier 180.00 meV, rate 695.4 s^-1
[111] valley shifts x,y,z: [0. 0. 0.] meV; F=1.000
  weight 3/6: shift -10.00 meV, barrier 160.00 meV, rate 616.6 s^-1
  weight 3/6: shift +10.00 meV, barrier 180.00 meV, rate 46.8 s^-1
[110] valley shifts x,y,z: [-7.35 -7.35 14.7 ] meV; F=1.770
  weight 1/6: shift -20.00 meV, barrier 150.00 meV, rate 3962.3 s^-1
  weight 4/6: shift +2.50 meV, barrier 172.50 meV, rate 217.8 s^-1
  weight 1/6: shift +10.00 meV, barrier 180.00 meV, rate 82.8 s^-1
[100] spacings, 2:1 valley capture: [0.   9.68] meV; weights [4, 2]
[110] spacings, 2:1 valley capture: [ 0.   19.65 30.  ] meV; weights [1, 4, 1]
Other tensor B1,B2,B3: [-10.  10.  40.] meV/GPa
  [110] shifts (meV/GPa), weights: [(-10.0, 1), (10.0, 1), (20.0, 4)]
Tetragonal centre, numbers per line: {'100': [2, 1], '111': [3], '110': [1, 2]}
Trigonal centre, numbers per line: {'100': [4], '111': [3, 1], '110': [2, 2]}
Depletion widths, reverse/pulse: 6.071, 2.127 um
[110] edge layers, fast to slow: [0.663 0.764 0.796] um
Initial relative capacitance change: 3.571e-04
Edge-weighted amplitudes (sum 6): [1.027 3.986 0.987]
Fitted amplitudes (sum 6): [1.026 3.988 0.986]
Fitted rates: [3962.2  217.7   82.7] s^-1
Jump barrier: 0.38 eV; attempt rate: 1e+13 s^-1
Jump time at 90 K: 1.90e+08 s
Temperature for one-hour jump time: 115.7 K
Alignment tensor: [ 20. -40.  20.] meV/GPa
Largest cold population change, 1 h: 4.26e-05 (relative)
[110] weights after 1 h at 130 K (u1 || n, four, u2 || n): [0.257 2.006 3.737]
2 degree tilt: fourfold line spread 1.48 meV, rate ratio 1.210
Maximum junction field: 0.0188 MV/cm
Largest field at observed traps: 0.0147 MV/cm
Tunnelling rate factor there: 1.080
Field shift for 1 e-angstrom dipole: 0.147 meV
Capture rate in pulse: 2.51e+07 s^-1; pulse: 1.0 ms
Largest empty fraction at end of pulse: 1.92e-04
Ionized donors, zero stress: 97.2 % (donor depth 45 meV)
```
